# Solving the low-temperature Bloch equation for electronic heat conduction

**Question**

I am working on the ideal (phonon-limited) thermal resistivity of a free-electron metal far below the Debye temperature $\theta$. With a deviation function linear in energy, the variational method gives me

$$W_i=\frac{C\,n_a^{2/3}}{\kappa_\infty}\left(\frac T\theta\right)^2,\qquad C\simeq95,$$

where $n_a$ is the number of electrons per atom and $\kappa_\infty$ the high-temperature conductivity. Klemens's numerical solution is quoted as $C$ near 64. How can one trial function be so far off, and how do I set up the energy equation to get the smaller number myself? My attempts stall on the kink in the kernel at zero energy transfer and on a matrix that is nearly singular.

**Answer**

Far below $\theta$, the linear function is a poor guess for heat conduction because it assigns too large a deviation to hot electrons. Of your numerical difficulties, the near-singularity is removed by using the parity of the solution, and the kink does no harm once both collision terms use the same quadrature weights.

**The energy equation**

Assume a spherical Fermi surface, Debye phonons in equilibrium, a squared matrix element proportional to $q$, no umklapp, $k_BT\ll E_F$, and $q_D\le2k_F$, that is $n_a\ge1/4$. (For smaller $n_a$ the largest usable $q$ is $2k_F$ instead of $q_D$. The high-temperature resistivity is then smaller than the formula below gives, and $W_i\kappa_\infty$ is larger by the factor $(4n_a)^{-4/3}$.) Let $\eta=(\varepsilon-\mu)/k_BT$, $z=\eta'-\eta$, $t=T/\theta$, $r=q_D/k_F=(2/n_a)^{1/3}$ and

$$w(\eta)=-\frac{df}{d\eta}=\frac1{4\cosh^2(\eta/2)} .$$

Write the change of the distribution as $w(\eta)c(\eta)\cos\vartheta$, with $\vartheta$ measured from $-\nabla T$.

In the golden rule, integrating the energy delta function over the angle between $\mathbf k$ and $\mathbf q$ gives $m/(\hbar^2kq)$. The factor $q$ from the matrix element cancels its $1/q$, so $d^3q$ leaves $q^2dq\propto T^3z^2dz$. From $q^2=k^2+k'^2-2kk'\cos\alpha$, the scattering angle obeys

$$\cos\alpha\simeq1-\frac{q^2}{2k_F^2}=1-\beta z^2,\qquad \beta=\tfrac12r^2t^2,$$

because $q=q_Dt|z|$ and $|k'-k|\simeq(s/v_F)q$ is negligible, $s$ being the sound speed.

Absorption ($z>0$) carries the phonon factor $1/(e^z-1)$, and emission ($z<0$) carries $1/(1-e^z)$. Together these are $1/|e^z-1|=e^{-z/2}/(2|\sinh(z/2)|)$. The electron factor is

$$f(\eta)[1-f(\eta')]=\frac{e^{z/2}}{4\cosh(\eta/2)\cosh(\eta'/2)} .$$

The exponentials cancel in the product, leaving a symmetric kernel:

$$K=\frac{G(z)}{4\cosh(\eta/2)\cosh(\eta'/2)},\qquad G=\frac{z^2}{2|\sinh(z/2)|}.$$

The thermal drive is proportional to $\partial f/\partial T=\eta w/T$. Averaging over azimuth multiplies the scattered-in term by $\cos\alpha$. With constants absorbed into $c$,

$$\int_{|z|<1/t}K\,[c(\eta)-(1-\beta z^2)c(\eta')]\,d\eta'=\eta w(\eta).\tag{1}$$

**Normalization**

Let $D=\int\eta wc\,d\eta$. The drive contributes $1/T$, the inverse collision rate $1/T^3$, and the heat-current integral $(k_BT)^2$. Hence $\kappa\propto D/T^2$ and $W\propto T^2/D$.

At high temperature $|z|\ll1$, so $K\simeq|z|w$. The angular term then exceeds the energy-diffusion term by a factor of order $t^2$, and (1) becomes

$$\beta c\int_{-1/t}^{1/t}|z|^3dz=\frac{\beta c}{2t^4}=\frac{r^2c}{4t^2}=\eta .$$

Since $\int\eta^2w\,d\eta=\pi^2/3$, this gives $D=4\pi^2t^2/(3r^2)$. Therefore, with $W_\infty=1/\kappa_\infty$,

$$\frac W{W_\infty}=\frac{4\pi^2}{3r^2}\frac{t^2}{D}.$$

For $t\to0$, $\beta\to0$ and the cutoff goes to infinity, so $D$ becomes a pure number. Using $r^{-2}=(n_a/2)^{2/3}$,

$$C=\frac{4\pi^2}{3}\,2^{-2/3}\frac1D=\frac{8.290}{D}.$$

In this limit small-angle collisions relax the heat current by changing electron energies, with hardly any change of direction.

**Where 95 comes from**

Define $X[\phi]=\int\eta w\phi\,d\eta$ and the non-negative form

$$P[\phi,\chi]=\tfrac12\iint K(\phi-\phi')(\chi-\chi')\,d\eta\,d\eta'.$$

Multiplying (1) at $\beta=0$ by $\phi$, integrating and symmetrizing gives $P[\phi,c]=X[\phi]$. In particular $P[c,c]=D$. Schwarz's inequality then gives $X[\phi]^2\le P[\phi,\phi]D$, so every trial function yields an upper bound on $C$.

Set $a=z/2$, $u=(\eta+\eta')/2$, $S=\sinh a$ and $A=\cosh a$. Then $4\cosh(\eta/2)\cosh(\eta'/2)=2(\cosh u+A)$. Also

$$\frac1{\cosh u+A}=\frac{\tanh\frac{u+a}2-\tanh\frac{u-a}2}{2S}
\;\Rightarrow\; I_1=\int\frac{du}{\cosh u+A}=\frac{2a}{S},$$

since two unit tanh steps displaced by $2a$ enclose an area $4a$. For $\phi=\eta$, $X=\pi^2/3$ and

$$P=\int_0^\infty\frac{z^5dz}{4\sinh^2(z/2)}=5\int_0^\infty\frac{z^4dz}{e^z-1}=120\,\zeta(5)=124.43 .$$

So $X^2/P=0.08698$ and $C\le95.3$. This is your 95: a bound on the solution.

**A better function by hand**

Take $\phi=\tanh(\eta/2)$, which saturates. Because $w=\tfrac12\phi'$, integration by parts gives $X=\tfrac14\int(1-\phi^2)d\eta=1$. The jump is $\phi'-\phi=2S/(\cosh u+A)$, where here $\phi'$ means $\phi(\eta')$. Hence

$$P=8\int_0^\infty a^2S\,I_3\,da,\qquad I_3=\int\frac{du}{(\cosh u+A)^3}=\frac12\frac{d^2I_1}{dA^2}.$$

With $d/dA=S^{-1}d/da$, two differentiations give

$$\frac{dI_1}{dA}=\frac{2(S-aA)}{S^3},\qquad I_3=\frac{a(3+2S^2)-3SA}{S^5}.$$

The integrand is a total derivative:

$$a^2SI_3=\frac{a^3(3+2S^2)}{S^4}-\frac{3a^2A}{S^3}=-\frac d{da}\left(\frac{a^3A}{S^3}\right).$$

The bracket falls from 1 at $a=0$ to 0 at infinity, so $P=8$, $D\ge1/8$ and $C\le66.3$.

The two functions can also be combined. With $\int du/(\cosh u+A)^2=-dI_1/dA$, their cross element is

$$P_{12}=16\int_0^\infty\left(\frac{a^4A}{S^3}-\frac{a^3}{S^2}\right)da=16\int_0^\infty\frac{a^3}{S^2}da=24\,\zeta(3)=28.849 .$$

The first term was integrated by parts using $A/S^3=-\frac12(S^{-2})'$; the last integral is $\frac32\zeta(3)$. Maximizing over the mixture gives

$$D\ge\frac{P_{22}X_1^2-2P_{12}X_1X_2+P_{11}X_2^2}{P_{11}P_{22}-P_{12}^2},$$

where 1 denotes $\eta$ and 2 denotes $\tanh(\eta/2)$. The result is $C\le63.8$, already below 64.

**Solving it on a grid**

Put $c=2\cosh(\eta/2)\psi$ and multiply (1), at $\beta=0$, by $2\cosh(\eta/2)$:

$$\Gamma(\eta)\psi(\eta)-\int G(\eta-\eta')\psi(\eta')d\eta'=\frac{\eta}{2\cosh(\eta/2)},$$

$$\Gamma=\int G\,\frac{\cosh(\eta/2)}{\cosh(\eta'/2)}\,d\eta'
=\int_0^\infty z^2\left[\frac2{e^z-1}+f(z+\eta)+f(z-\eta)\right]dz .$$

At large $\eta$ the last term gives $\Gamma\simeq\eta^3/3$.

The near-singularity arises because $c=\text{const}$ makes the left side of (1) vanish when $\beta=0$. Your source is odd, so solve for odd $\psi$ only. On points $\eta_i=ih$ with $i>0$, this replaces $G(\eta_i-\eta_j)$ by $G(\eta_i-\eta_j)-G(\eta_i+\eta_j)$, each term with its own quadrature weight.

The kink arises because $G\simeq|z|$ near $z=0$. Apply Simpson's rule separately on each side of $z=0$. The weights, in units of $h$, then depend on $m=|i-j|$ alone: $4/3$ for odd $m$, $2/3$ for even $m$, including $m=0$. Compute $\Gamma$ with the same weights, so that the discrete operator keeps its zero mode. The discrete equation then contains only differences $c(\eta_i)-c(\eta_j)$, which vanish at $z=0$, where the kink sits, so equal weights would serve as well as Simpson's. Either precaution is enough for the kink: with Simpson's rule split at $z=0$, an exactly computed $\Gamma$ would also do. What to avoid is combining equal weights with an exact $\Gamma$, because the kink then leaves an error that falls only as $h^2$.

On $|\eta|\le36$, steps of 0.10 and 0.05 both give $C=63.03$. An independent variational calculation with $\eta$ and the first four odd powers of $\tanh(\eta/2)$ gives $63.04$, slightly above, as a bound should be. The solved equation thus reproduces "near 64" to about 1.5%. Within this model 64 itself is slightly high, since the two-function bound excludes it.

**Why the linear function fails**

| $\eta$ | $c$ solved | $c$ linear | $\Gamma$ |
|---|---|---|---|
| 1 | 0.079 | 0.026 | 9.8 |
| 2 | 0.111 | 0.053 | 14.6 |
| 4 | 0.099 | 0.106 | 39.4 |
| 10 | 0.077 | 0.264 | 371 |

The solved $c$ rises to a maximum near $\eta=2.4$, then falls and levels off near 0.076; it does not keep growing with $\eta$. Hot electrons are scattered out of their states at a rate that rises steeply with $\eta$, eventually as $\eta^3$, which the linear function ignores. Its $P$ integrand, $z^5/[4\sinh^2(z/2)]$, peaks near $z=5$, so large energy jumps are heavily penalized. The best amplitude is therefore too small at $\eta=1$ and 2, where much of the heat is carried. Higher powers repair this slowly: adding $\eta^3$ gives 77.4, and adding $\eta^5$ gives 71.7.

**Numbers, and where the law stops**

Take rough copper-like values: $\theta=330$ K, $\kappa_\infty=4$ W/(cm K), $n_a=1$. At $T=15$ K, $t=0.04545$ and

$$W_i=\frac{63.03\times(0.04545)^2}{4}=0.0326\ \text{cm K/W},$$

or $\kappa_i=30.7$ W/(cm K) $=3070$ W/(m K). The linear trial function would give 20.3 W/(cm K).

Solving (1) with its angular term and cutoff changes $W_i$ by $-1.3\%$ at 15 K. At 33 K the $T^2$ law gives $W/W_\infty=0.630$ against the solved 0.585, so it is already 8% high. The solved and linear-trial results merge on heating, because the scattering becomes nearly elastic and $c$ nearly proportional to $\eta$: at 330 K the solved and linear-trial ratios are 1.0957 and 1.0960.

Impurities matter too. For a residual resistance ratio of 1000 (295 K to the residual value), the Wiedemann–Franz law gives roughly $W_0=295/(4\times1000\times15)=0.0049$ cm K/W. This takes the resistivity at 295 K at its high-temperature value $L_0T/\kappa_\infty$, with $L_0$ the Lorenz number; in the model it is about 7% lower, which would give 0.0046. Solving the $t\to0$ equation with both mechanisms and $W_0=0.0049$ gives 0.0386 cm K/W (0.0381 with the angular term and cutoff), 3% above $W_0+W_i$, because they favour different functions $c(\eta)$.

For real copper, the weakest step is inserting a measured $\kappa_\infty$, which includes umklapp scattering. For a rough size, let $x$ be the momentum transfer divided by $q_D$. At high temperature the resistive weight is the solid angle, $\propto x\,dx$, times $1-\cos\alpha\propto x^2$, times the squared coupling over the squared phonon frequency. That last ratio is constant for normal processes ($x<1$). For umklapp ($1<x<2/r$), let the squared coupling keep growing as $x^2$ and hold the frequency at its Debye value, so that the ratio grows as $x^2$. Umklapp then exceeds normal scattering by
$$\frac{\int_1^{2/r}x^5dx}{\int_0^1x^3dx}=\frac{2.5}{0.25}=10 .$$
The real coupling weakens at large momentum transfer, which lowers this number, while many umklapp phonons have lower frequencies, which raises it. It is thus only a rough size, sensitive to the screening, the ion core and the phonon spectrum, and not a strict ceiling. Taken at face value, it would make the normal-process $W_i$ about 11 times smaller, roughly 0.003 cm K/W. For a spherical surface in an fcc lattice the umklapp threshold is about 57 K, with a factor $e^{-57/15}\approx0.02$ at 15 K. Copper's actual Fermi surface touches the zone boundary, so this freezing-out cannot be relied on. The 31 W/(cm K) is therefore a model value, not a prediction for copper. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Inputs (rough): E_F = 7.0 eV, theta = 330 K, T = 15 K
Inputs (rough): kappa_inf = 4.0 W/(cm K), RRR = 1000
q_D/k_F = 1.2599; T/theta = 0.04545
Smeared-delta rate / formula = 1.0000
Smeared-delta angular loss / formula = 0.9968
Linear trial: X = 3.28987, P = 124.4313, D = 0.086982
Tanh trial: X = 1.00000, P = 8.00000, D = 0.125000
Cross element of eta and tanh: 28.84937
C, linear trial = 95.307
C, powers 1,3 = 77.418
C, powers 1,3,5 = 71.700
C, tanh trial = 66.320
C, eta and tanh together = 63.815
C, Galerkin with five functions = 63.0360
C, grid step 0.10 = 63.0332
C, grid step 0.05 = 63.0332; D = 0.131517
Ratio solved/linear coefficient = 0.6614
eta =  1: c solved = 0.07932, linear = 0.02644, tanh = 0.05776, out-rate = 9.842
eta =  2: c solved = 0.11061, linear = 0.05288, tanh = 0.09520, out-rate = 14.587
eta =  4: c solved = 0.09921, linear = 0.10576, tanh = 0.12050, out-rate = 39.374
eta =  6: c solved = 0.08507, linear = 0.15864, tanh = 0.12438, out-rate = 96.557
eta = 10: c solved = 0.07740, linear = 0.26439, tanh = 0.12499, out-rate = 371.040
C from full equation at T/theta = 0.01: 62.992
W/W_inf from full equation at T/theta = 3: 1.0113
T =  15 K: W/W_inf solved = 0.1285, linear trial = 0.1946
T =  33 K: W/W_inf solved = 0.5845, linear trial = 0.8575
T =  66 K: W/W_inf solved = 1.4365, linear trial = 1.6329
T = 110 K: W/W_inf solved = 1.5032, linear trial = 1.5373
T = 165 K: W/W_inf solved = 1.3139, linear trial = 1.3196
T = 330 K: W/W_inf solved = 1.0957, linear trial = 1.0960
W_i at 15 K, solved coefficient = 0.03256 cm K/W
W_i at 15 K, linear trial = 0.04923 cm K/W
W_i at 15 K, full finite-T equation = 0.03212 cm K/W
kappa_i at 15 K: solved 30.71, linear 20.31 W/(cm K)
kappa_i solved, converted = 3071 W/(m K)
Finite-T change of W_i = -1.34 %
kT/E_F = 1.85e-04; s/v_F = 1.61e-03
Deflection by a phonon of energy kT = 3.28 degrees
Room-temperature resistivity (295 K) = 1.802 microohm cm
Impurity resistance W_0 = 0.00492 cm K/W
Total W, solved together = 0.03860 cm K/W
Excess over additivity = 2.99 %
Umklapp threshold, spherical surface = 56.6 K
Umklapp factor exp(-T_U/T) at 15 K = 0.0230
Crude ceiling, umklapp/normal at high T = 10.00
```
